# Depletion Width at Planar Contacts on Uniaxial Rutile: a program that tests the result

```python
"""Depletion width at a planar metal contact on a uniaxial crystal.

Result under test (atomic units, 4 pi eps0 = 1):
    W = sqrt(eps_nn * psi / (2 pi N)),   eps_nn = n . eps . n
n: unit normal of the contact; eps: static relative permittivity tensor;
psi: upward electron band bending; N: net ionized donor density.
Contact A: plane normal to c (n along c).
Contact B: plane containing c (n across c).
The sheet field is found from point charges, and the thermal depletion
layer from a numerical Poisson-Boltzmann solution.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

pi = np.pi
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
nm = 1e-9 / bohr
field_unit = hartree / bohr * 1e-8       # MV/cm per atomic unit

# Rough rutile inputs and chosen contact conditions
eps_c, eps_a = 170.0, 90.0
donors_cm3, psi_ev, temperature = 1e18, 0.8, 300.0
mass_c, mass_a = 0.6, 1.2               # rough bare band masses / m_e
eps_optical = 7.0                       # rough, taken as isotropic
beta = 1e10                             # assumed scale, V m^5 / C^3
eps_slope = -1e-3                       # rough relative change per K
breakdown = 1.0                         # rough scale, MV/cm
hot_temperature = 400.0

N = donors_cm3 * 1e6 * bohr**3
psi = psi_ev / hartree
kT_ev = const.k * temperature / const.e
kT = kT_ev / hartree
eps = np.diag([eps_a, eps_a, eps_c])
inverse = np.linalg.inv(eps)
root_det = np.sqrt(np.linalg.det(eps))


def normal(theta):
    return np.array([np.sin(theta), 0.0, np.cos(theta)])


def eps_normal(theta):
    return eps_a * np.sin(theta)**2 + eps_c * np.cos(theta)**2


def width(permittivity):
    return np.sqrt(permittivity * psi / (2 * pi * N))


def charge_width(permittivity, thermal):
    drive = psi - thermal * (1 - np.exp(-psi / thermal))
    return np.sqrt(permittivity * drive / (2 * pi * N))


def point_potential(r):
    return 1 / (root_det * np.sqrt(r @ inverse @ r))


def point_field(r):
    scaled = r @ inverse
    q = np.sum(r * scaled, axis=-1)
    return scaled / (root_det * q**1.5)[..., None]


# Point-charge field: gradient, zero divergence away from charge, total flux
place, step = np.array([0.7, -0.4, 0.9]), 1e-4
shifts = np.eye(3) * step
gradient = np.array([(point_potential(place + d)
                      - point_potential(place - d)) / (2 * step)
                     for d in shifts])
field_here = point_field(place[None, :])[0]
assert np.allclose(-gradient, field_here, rtol=1e-6, atol=1e-10)
slopes = np.array([((point_field((place + d)[None, :])[0]
                     - point_field((place - d)[None, :])[0]) @ eps)[i]
                   / (2 * step) for i, d in enumerate(shifts)])
assert abs(slopes.sum()) < 1e-6 * np.abs(slopes).sum()
u, weight = np.polynomial.legendre.leggauss(80)
sphere = np.column_stack([np.sqrt(1 - u**2), 0 * u, u])
flux = 2 * pi * np.sum(weight * np.sum(
    (point_field(sphere) @ eps) * sphere, axis=1))
assert abs(flux / (4 * pi) - 1) < 1e-9


def sheet_field(theta):
    """Field at unit distance from a sheet of unit charge density."""
    n = normal(theta)
    t1 = np.array([np.cos(theta), 0.0, -np.sin(theta)])
    t2 = np.array([0.0, 1.0, 0.0])
    x, w = np.polynomial.legendre.leggauss(160)
    alpha = pi * (x + 1) / 4
    radius = np.tan(alpha)
    radial_weight = w * pi / 4 * radius / np.cos(alpha)**2
    angle = 2 * pi * np.arange(128) / 128
    ring = np.cos(angle)[:, None] * t1 + np.sin(angle)[:, None] * t2
    r = n - radius[:, None, None] * ring
    ring_sum = point_field(r).sum(axis=1) * 2 * pi / 128
    return radial_weight @ ring_sum


for degrees in (0, 35, 45, 90):
    theta = np.radians(degrees)
    n = normal(theta)
    field = sheet_field(theta)
    expected = 2 * pi / eps_normal(theta)
    assert abs(field @ n / expected - 1) < 1e-6
    assert np.linalg.norm(field - (field @ n) * n) < 1e-6 * expected
    displacement = eps @ field
    d_normal = displacement @ n
    d_side = np.linalg.norm(displacement - d_normal * n)
    side_ratio = (abs(eps_c - eps_a) * np.sin(theta) * np.cos(theta)
                  / eps_normal(theta))
    assert abs(d_side / d_normal - side_ratio) < 1e-6

# Bending across the depletion layer from a stack of charged sheets
for theta in (0.0, pi / 4, pi / 2):
    W = width(eps_normal(theta))
    one_side = sheet_field(theta) @ normal(theta)
    count = 400
    middle = (np.arange(count) + 0.5) * W / count
    signs = np.sign(middle[:, None] - middle[None, :])
    stack = one_side * N * (W / count * signs.sum(axis=1) - W)
    assert abs(-stack.sum() * W / count / psi - 1) < 1e-6
    assert abs(-one_side * 2 * N * W / (-2 * psi / W) - 1) < 1e-6


def numerical_charge_width(permittivity, bending):
    """Depleted charge / N from the Poisson-Boltzmann equation."""
    s = np.linspace(0, 2.6 * width(eps_c), 4001)
    h = s[1] - s[0]
    v = bending * np.clip(1 - s / width(permittivity), 0, None)**2
    strength = 4 * pi * N / permittivity
    for _ in range(80):
        electrons = np.exp(-v[1:-1] / kT)
        residual = ((v[2:] - 2 * v[1:-1] + v[:-2]) / h**2
                    - strength * (1 - electrons))
        bands = np.ones((3, len(s) - 2)) / h**2
        bands[1] = -2 / h**2 - strength * electrons / kT
        change = solve_banded((1, 1), bands, -residual)
        v[1:-1] += change
        if np.max(np.abs(change)) < 1e-8 * bending:
            return trapezoid(1 - np.exp(-v / kT), s)
    raise RuntimeError("Poisson-Boltzmann iteration did not converge")


thermal_numeric = []
for permittivity in (eps_c, eps_a):
    found = numerical_charge_width(permittivity, psi)
    formula = charge_width(permittivity, kT)
    assert abs(found / formula - 1) < 2e-4
    delta = 0.02 * psi
    capacitance = N * (numerical_charge_width(permittivity, psi + delta)
                       - numerical_charge_width(permittivity, psi - delta)
                       ) / (2 * delta)
    assert abs(capacitance * 4 * pi * formula / permittivity - 1) < 1e-3
    thermal_numeric.append(found)
numeric_ratio = thermal_numeric[0] / thermal_numeric[1]
assert abs(numeric_ratio / np.sqrt(eps_c / eps_a) - 1) < 2e-4

# Degeneracy: pressure / (density kT) from Fermi-Dirac integrals
dos_mass = (mass_c * mass_a**2)**(1 / 3)
band_density = 2 * (dos_mass * kT / (2 * pi))**1.5
filling = N / band_density


def fermi(order, eta):
    # x = y^2 removes the square-root endpoint behaviour
    value = quad(lambda y: 2 * y**(2 * order + 1)
                 / (1 + np.exp(y * y - eta)), 0, 8)[0]
    return value / gamma(order + 1)


eta = brentq(lambda z: fermi(0.5, z) - filling, -15, 5)
pressure_ratio = fermi(1.5, eta) / filling
assert abs(pressure_ratio - 1 - filling / 2**2.5) < 1e-4

# Contact-specific results and neglected effects
results = {}
cases = (("A", 0.0, eps_c, mass_c, eps_a),
         ("B", pi / 2, eps_a, mass_a, np.sqrt(eps_a * eps_c)))
for name, theta, permittivity, mass, kappa in cases:
    W = width(permittivity)
    W_m = W * bohr
    eps_si = permittivity * const.epsilon_0
    charge_density = const.e * donors_cm3 * 1e6
    si_width = np.sqrt(2 * eps_si * psi_ev / charge_density)
    assert abs(W_m / si_width - 1) < 1e-7
    F = 4 * pi * N * W / permittivity
    E00 = np.sqrt(pi * N / (mass * permittivity))
    action = 2 * W * quad(lambda x: np.sqrt(
        2 * mass * psi * (1 - x)**2), 0, 1)[0]
    assert abs(action * E00 / psi - 1) < 1e-8

    n = normal(theta)
    plane_point = np.array([np.cos(theta), 0.6, -np.sin(theta)])
    mismatch = (point_potential(plane_point - n)
                - point_potential(plane_point + n))
    assert abs(mismatch) < 1e-12
    lowering = np.sqrt(F / kappa)
    top = minimize_scalar(
        lambda q: F * np.exp(q) + point_potential(2 * np.exp(q) * n) / 2,
        bounds=(-3, 8), method="bounded", options={"xatol": 1e-9})
    assert abs(top.fun / lowering - 1) < 1e-6

    def nonlinear_bending(trial):
        def electric(x):
            D = charge_density * trial * x
            return D / eps_si + beta * D**3
        return trial * quad(electric, 0, 1)[0]

    changed = brentq(lambda x: nonlinear_bending(x) - psi_ev,
                     0.5 * W_m, 1.1 * W_m, xtol=1e-17)
    D0 = charge_density * W_m
    first_order = beta * eps_si * D0**2 / 4
    reduction = 1 - changed / W_m
    assert abs(reduction / first_order - 1) < 0.03  # next order is small
    W_Q = charge_width(permittivity, kT)
    hot_eps = permittivity * (1 + eps_slope
                              * (hot_temperature - temperature))
    hot_kT = const.k * hot_temperature / const.e / hartree
    results[name] = dict(
        W=W / nm, F=F * field_unit, Q=D0 * 100, WQ=W_Q / nm,
        C=eps_si / (W_Q * bohr) * 100, E00=E00 * hartree * 1000,
        action=action, image=lowering * hartree * 1000,
        optical=np.sqrt(F / eps_optical) * hartree * 1000,
        nonlinear=100 * reduction,
        hot=charge_width(hot_eps, hot_kT) / nm)

print(f"Permittivity along c, across c: {eps_c:.0f}, {eps_a:.0f}")
print(f"Ionized donors: {donors_cm3:.1e} cm^-3")
print(f"Band bending: {psi_ev:.2f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT_ev:.5f} eV")
for name in ("A", "B"):
    z = results[name]
    print(f"{name}: depletion width {z['W']:.2f} nm = {10*z['W']:.1f} angstrom")
    print(f"{name}: surface field {z['F']:.4f} MV/cm")
    print(f"{name}: depleted charge {z['Q']:.3f} uC/cm2")
    print(f"{name}: thermal charge width {z['WQ']:.2f} nm")
    print(f"{name}: capacitance {z['C']:.3f} uF/cm2")
    print(f"{name}: tunnelling energy E00 {z['E00']:.3f} meV")
    print(f"{name}: WKB exponent at band edge {z['action']:.1f}")
    print(f"{name}: static image lowering {z['image']:.1f} meV")
    print(f"{name}: optical image lowering {z['optical']:.1f} meV")
    print(f"{name}: nonlinear width reduction {z['nonlinear']:.3f} percent")
    print(f"{name}: charge width at {hot_temperature:.0f} K {z['hot']:.2f} nm")
    print(f"{name}: field / breakdown scale {z['F']/breakdown:.3f}")
print(f"Width ratio A/B: {results['A']['W']/results['B']['W']:.4f}")
print(f"Numerical thermal width ratio A/B: {numeric_ratio:.4f}")
tilt = pi / 4
tilt_eps = eps_normal(tilt)
wrong_eps = 1 / (normal(tilt) @ inverse @ normal(tilt))
tilt_side = (eps_c - eps_a) / (2 * tilt_eps)
print(f"45 degree normal permittivity: {tilt_eps:.2f}")
print(f"45 degree inverse-tensor value: {wrong_eps:.2f}")
print(f"45 degree correct width: {width(tilt_eps)/nm:.2f} nm")
print(f"45 degree inverse-tensor width: {width(wrong_eps)/nm:.2f} nm")
print(f"45 degree tangential/normal D: {tilt_side:.4f}")
print(f"Rough masses along c, across c: {mass_c:.1f}, {mass_a:.1f} m_e")
print(f"Rough optical permittivity: {eps_optical:.0f}")
print(f"Assumed nonlinear coefficient: {beta:.1e} V m^5/C^3")
print(f"Rough permittivity slope: {100*eps_slope:.2f} percent/K")
print(f"Rough breakdown scale: {breakdown:.1f} MV/cm")
print(f"Donor density / band density: {filling:.4f}")
print(f"Electron pressure / (density kT): {pressure_ratio:.5f}")
print(f"Mean donor spacing: {N**(-1/3)/nm:.2f} nm")
print("every check passed")
```

It prints:

```
Permittivity along c, across c: 170, 90
Ionized donors: 1.0e+18 cm^-3
Band bending: 0.80 eV
Temperature: 300 K; kT: 0.02585 eV
A: depletion width 122.60 nm = 1226.0 angstrom
A: surface field 0.1305 MV/cm
A: depleted charge 1.964 uC/cm2
A: thermal charge width 120.61 nm
A: capacitance 1.248 uF/cm2
A: tunnelling energy E00 1.838 meV
A: WKB exponent at band edge 435.2
A: static image lowering 14.4 meV
A: optical image lowering 51.8 meV
A: nonlinear width reduction 0.144 percent
A: charge width at 400 K 113.78 nm
A: field / breakdown scale 0.131
B: depletion width 89.21 nm = 892.1 angstrom
B: surface field 0.1794 MV/cm
B: depleted charge 1.429 uC/cm2
B: thermal charge width 87.75 nm
B: capacitance 0.908 uF/cm2
B: tunnelling energy E00 1.787 meV
B: WKB exponent at band edge 447.8
B: static image lowering 14.4 meV
B: optical image lowering 60.7 meV
B: nonlinear width reduction 0.041 percent
B: charge width at 400 K 82.79 nm
B: field / breakdown scale 0.179
Width ratio A/B: 1.3744
Numerical thermal width ratio A/B: 1.3744
45 degree normal permittivity: 130.00
45 degree inverse-tensor value: 117.69
45 degree correct width: 107.21 nm
45 degree inverse-tensor width: 102.01 nm
45 degree tangential/normal D: 0.3077
Rough masses along c, across c: 0.6, 1.2 m_e
Rough optical permittivity: 7
Assumed nonlinear coefficient: 1.0e+10 V m^5/C^3
Rough permittivity slope: -0.10 percent/K
Rough breakdown scale: 1.0 MV/cm
Donor density / band density: 0.0429
Electron pressure / (density kT): 1.00757
Mean donor spacing: 10.00 nm
every check passed
```
